# Dirac-Hartree-Fock for helium and neon versus first-order relativistic shifts

## Question

I want to solve the Dirac-Hartree-Fock (DHF) equations for the ground states of He and Ne, and I have been given target energies near \(-2.861813\) and \(-128.6919\) hartree. My nonrelativistic Hartree-Fock (HF) energies are \(-2.861680\) and \(-128.547098\) hartree.

As a preliminary check I evaluated the mass-velocity term and the Darwin term at the nucleus with my HF orbitals. For He they add up to \(-101\) microhartree, while the target implies about \(-133\). For Ne I get \(-0.1374\) hartree against about \(-0.1448\). A 24% discrepancy in the lighter atom can't be a higher-order effect.

What is missing? And how do I set up the DHF problem so that the electrons do not fall into the negative-energy states?

## Answer

Your Darwin term is incomplete: the electrons' repulsion contributes one too. To show this, I first set up the DHF problem and then expand its energy in \(1/c\). I use Hartree atomic units, \(c=137.035999\), a fixed point nucleus and the repulsion \(1/r_{12}\) alone, and I subtract the rest energy.

### The radial equations

Write an orbital as an upper part \((P/r)\,\Omega_{\kappa m}\) and a lower part \((iQ/r)\,\Omega_{-\kappa m}\), where \(\Omega_{\kappa m}\) is a spin-angle function. With

\[
\sigma\!\cdot\! p=-i\sigma_r\left(\partial_r-\frac{\sigma\!\cdot\! L}{r}\right),\quad
\sigma\!\cdot\! L\,\Omega_{\kappa m}=-(1+\kappa)\Omega_{\kappa m},\quad
\sigma_r\Omega_{\kappa m}=-\Omega_{-\kappa m},
\]

one finds

\[
\sigma\!\cdot\! p\,\frac{P}{r}\Omega_{\kappa m}=\frac{i}{r}\left(P'+\frac{\kappa}{r}P\right)\Omega_{-\kappa m}.
\]

Applying this to both components gives, in a local potential \(V\),

\[
VP+c\left(-Q'+\frac{\kappa}{r}Q\right)=\varepsilon P,\qquad
c\left(P'+\frac{\kappa}{r}P\right)+(V-2c^2)Q=\varepsilon Q .
\]

The one-electron energy in the nuclear field is therefore

\[
I_a=\int_0^\infty\left[-\frac Zr(P_a^2+Q_a^2)+2cQ_a\left(P_a'+\frac{\kappa_a}{r}P_a\right)-2c^2Q_a^2\right]dr .
\]

### The repulsion in closed shells

A full subshell holds \(q_a=2j_a+1=2|\kappa_a|\) electrons and has a spherical density, so its direct energy needs only the monopole of \(1/r_{12}\). Exchange needs the matrix elements of the multipoles \(C^k_q\).

Resolve each \(\Omega_{\kappa m}\) into spin states along and against \(\hat r\). Each component is a rotation function \(D^{j*}_{m,\pm1/2}\) times \(\sqrt{(2j+1)/8\pi}\), up to a sign. The integral of three rotation functions is \(4\pi\) times two 3j symbols. The two spin components contribute equal magnitudes, which cancel unless \(l_a+k+l_b\) is even, as parity requires. When they add, the squared elements summed over \(m_a,m_b,q\) give \(q_aq_b\Gamma^k_{ab}\), with

\[
\Gamma^k_{ab}=\begin{pmatrix}j_a&k&j_b\\ \tfrac12&0&-\tfrac12\end{pmatrix}^2 .
\]

Since \(\sigma_r\) commutes with \(C^k_q\) and \(\sigma_r^2=1\), the lower components have the same angular elements. The radial pair density is thus \(\rho_{ab}=P_aP_b+Q_aQ_b\). Define

\[
Y^k_{ab}(r)=\int_0^\infty\frac{r_<^k}{r_>^{k+1}}\rho_{ab}(s)\,ds ,
\]

with \(r_<\) and \(r_>\) the smaller and larger of \(r,s\). Here and below, sums over \(k\) include only values with \(l_a+k+l_b\) even, since the other matrix elements vanish although the 3j symbol need not. The energy is

\[
E=\sum_aq_aI_a+\frac12\sum_{ab}q_aq_b\left[\int\rho_{aa}Y^0_{bb}\,dr-\sum_k\Gamma^k_{ab}\int\rho_{ab}Y^k_{ab}\,dr\right].
\]

For He, \(q=2\) and \(\Gamma^0=\tfrac12\), so the repulsion is \(\tfrac12\cdot4\,(1-\tfrac12)=1\) times the direct integral, as it should be for one pair.

Make \(E\) stationary at fixed normalization and divide by \(2q_a\). The radial equations return with \(V=-Z/r+\sum_bq_bY^0_{bb}\) and with the exchange term

\[
-\sum_{b}q_b\sum_k\Gamma^k_{ab}\,Y^k_{ab}(r)\begin{pmatrix}P_b\\Q_b\end{pmatrix}
\]

added to the left-hand sides.

### Staying out of the negative-energy states

The DHF solution is a stationary point, not a minimum, so unrestricted energy minimization is the wrong procedure. Expand \(P\) in \(n\) functions \(g_i\) and \(Q\) in the \(n\) functions \(g_i'+\kappa g_i/r\). This is kinetic balance. It is suggested by the second radial equation, which gives \(Q\simeq(P'+\kappa P/r)/2c\) when \(|V-\varepsilon|\ll2c^2\). The kinetic energy then becomes

\[
\frac12\int\left(P'+\frac{\kappa}{r}P\right)^2dr=\frac12\int\left[P'^2+\frac{\kappa(\kappa+1)}{r^2}P^2\right]dr ,
\]

because \(2\kappa PP'/r=\kappa(P^2)'/r\) integrates by parts to \(\kappa P^2/r^2\). Since \(\kappa(\kappa+1)=l(l+1)\), this is the correct nonrelativistic limit.

Now count roots. For a trial energy \(\mu\) in the gap, the lower-lower block of the matrix, \(V-2c^2-\mu\), is negative and accounts for \(n\) roots below \(\mu\). Eliminating \(Q\) leaves an operator for \(P\) that decreases as \(\mu\) rises and first loses positivity at the lowest electron level. So discard the \(n\) lowest roots and occupy the next ones: one for He; for Ne, two with \(\kappa=-1\) and one each with \(\kappa=1\) and \(\kappa=-2\). Start from a screened nuclear potential and mix old and new Fock matrices until the energy settles.

I used B-splines of degree 8 on a graded mesh. Basis size matters: with one spline per interval the bare-nucleus levels at \(Z=10\) were wrong by up to \(3.5\times10^{-5}\) hartree, and with two by at most \(3.9\times10^{-9}\), relative to the closed Dirac formula. The results are

\[
E_{\rm DHF}({\rm He})=-2.861813,\qquad E_{\rm DHF}({\rm Ne})=-128.691969\ \text{hartree}.
\]

### What the DHF energy contains at order \(c^{-2}\)

Take an HF orbital \(\varphi\), a two-component spinor, and build

\[
\psi=\begin{pmatrix}\left(1-\dfrac{p^2}{8c^2}\right)\varphi\\[2mm]\dfrac{\sigma\!\cdot\! p}{2c}\,\varphi\end{pmatrix}.
\]

Its norm is \(1-\langle p^2\rangle/4c^2+\langle p^2\rangle/4c^2=1\) through order \(c^{-2}\). The true DHF orbital differs from it by order \(c^{-2}\) above and \(c^{-3}\) below. Because the energy is stationary, these errors enter quadratically. The lower one costs \(2c^2(c^{-3})^2\sim c^{-4}\), and the upper and mixed ones are of the same order. Orbital relaxation therefore does not enter at \(c^{-2}\). This power counting is formal, since \(p^2\varphi\) is singular at a point nucleus, so I check the order of the remainder numerically below.

**Kinetic part.** Using \((\sigma\!\cdot\! p)^2=p^2\),

\[
2c\,{\rm Re}\langle\psi_{\rm up}|\sigma\!\cdot\! p|\psi_{\rm low}\rangle-2c^2\langle\psi_{\rm low}|\psi_{\rm low}\rangle
=\langle p^2\rangle-\frac{\langle p^4\rangle}{8c^2}-\frac{\langle p^2\rangle}{2}
=\frac{\langle p^2\rangle}{2}-\frac{\langle p^4\rangle}{8c^2}.
\]

The last term is the mass-velocity energy.

**Densities.** With \(p^2=-\nabla^2\) and \(\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k\),

\[
\begin{aligned}
\psi_a^\dagger\psi_b&=\varphi_a^\dagger\varphi_b+\frac{1}{8c^2}\Big[(\nabla^2\varphi_a)^\dagger\varphi_b+\varphi_a^\dagger\nabla^2\varphi_b+2\,\partial_i\varphi_a^\dagger\,\sigma_i\sigma_j\,\partial_j\varphi_b\Big]\\
&=\varphi_a^\dagger\varphi_b+\frac{1}{8c^2}\Big[\nabla^2(\varphi_a^\dagger\varphi_b)+2i\epsilon_{ijk}\,\partial_i\varphi_a^\dagger\,\sigma_k\,\partial_j\varphi_b\Big].
\end{aligned}
\]

The spin-dependent term drops out when every occupied spatial orbital holds both spins, as in He and Ne. Full \(j\) subshells alone are not enough: with 2p\(_{1/2}\) filled and 2p\(_{3/2}\) empty, a spin-orbit contribution survives at order \(c^{-2}\). In the direct energy it is summed as \(\sum_s\langle s|\sigma_k|s\rangle=0\). In exchange it multiplies an uncorrected pair density, giving \(\sum_{st}\langle s|\sigma_k|t\rangle\langle t|s\rangle={\rm tr}\,\sigma_k=0\). What remains, \(\nabla^2/8c^2\), slightly smears every charge density.

**Nuclear attraction.** Moving the Laplacian onto \(-Z/r\), with \(\nabla^2(-Z/r)=4\pi Z\delta(\mathbf r)\), gives your Darwin term,

\[
E_{D1}=\frac{1}{8c^2}\,4\pi Z\rho(0)=\frac{\pi Z}{2c^2}\rho(0).
\]

**Electron repulsion.** This is the missing piece. The repulsion contains two densities, and each is smeared. The two equal corrections cancel the prefactor \(\tfrac12\), and \(\nabla^2(1/r_{12})=-4\pi\delta(\mathbf r_{12})\), so

\[
E_{D2}=-\frac{\pi}{2c^2}\int\Big[\rho^2-\sum_{ab}|\varphi_a^\dagger\varphi_b|^2\Big]d^3r .
\]

With doubly occupied spatial orbitals \(u\), the exchange sum is \(2(\sum_u|u|^2)^2=2(\rho/2)^2=\rho^2/2\). Hence

\[
E_{D2}=-\frac{\pi}{4c^2}\int\rho^2\,d^3r=-\frac{\pi}{c^2}\Big\langle\sum_{i<j}\delta(\mathbf r_{ij})\Big\rangle .
\]

Smearing weakens the attraction to the nucleus, so \(E_{D1}>0\). It also weakens the repulsion at contact, so \(E_{D2}<0\).

For radial HF functions, with \(D=\sum_aq_aP_a^2\),

\[
E_{MV}=-\frac{1}{8c^2}\sum_aq_a\int\left[P_a''-\frac{l_a(l_a+1)}{r^2}P_a\right]^2dr,
\]

\[
E_{D1}=\frac{Z}{8c^2}\sum_{s}q_sP_s'(0)^2,\qquad
E_{D2}=-\frac{1}{16c^2}\int\frac{D^2}{r^2}dr .
\]

The middle formula uses \(\rho(0)=\sum_sq_sP_s'(0)^2/4\pi\), summed over s subshells. The last uses \(\rho=D/4\pi r^2\).

### The numbers

For He, \(\rho(0)=3.5959\) bohr\(^{-3}\), so \(E_{D1}=\pi\cdot2\cdot3.5959/(2\cdot137.036^2)=601.6\) microhartree. The energies, in microhartree, are:

| | He | Ne |
|---|---:|---:|
| \(E_{MV}\) | −703.02 | −655921 |
| \(E_{D1}\) | 601.58 | 518546 |
| \(E_{D2}\) | −31.89 | −7117 |
| sum | −133.33 | −144492 |
| DHF − HF | −133.35 | −144871 |

The full shifts are \(-29.27\) cm\(^{-1}\) for He and \(-3.942\) eV for Ne. The first-order sum recovers 99.99% and 99.74% of them. Without \(E_{D2}\) the fractions are 76.1% and 94.8%, which is your discrepancy.

To test the expansion itself, I solved DHF again with \(c\) tripled. Nine times the new shift should approach the first-order sum. It gives \(-133.34\) for He and \(-144534\) microhartree for Ne. The Ne remainder, \(-379\) microhartree at the physical \(c\), falls by a factor of 81.24, close to the \(3^4=81\) expected of a \(c^{-4}\) term.

### Why the missing term matters more in He

Consider bare hydrogenic 1s orbitals, \(P=2Z^{3/2}re^{-Zr}\). Then \(P''=(Z^2-2Z/r)P\), \(\langle1/r\rangle=Z\) and \(\langle1/r^2\rangle=2Z^2\), so

\[
\int P''^2dr=Z^4-4Z^4+8Z^4=5Z^4,\qquad P'(0)^2=4Z^3 .
\]

Per electron, \(E_{MV}+E_{D1}=(-5/8+1/2)Z^4/c^2=-Z^4/8c^2\). This agrees with the Dirac level

\[
c^2\left(\sqrt{1-Z^2/c^2}-1\right)=-\frac{Z^2}{2}-\frac{Z^4}{8c^2}-\frac{Z^6}{16c^4}-\dots
\]

For a 1s\(^2\) pair, \(D=8Z^3r^2e^{-2Zr}\) and \(\int D^2/r^2\,dr=64Z^6\cdot2/(4Z)^3=2Z^3\), so \(E_{D2}=-Z^3/8c^2\). Relative to the pair's one-electron sum \(-Z^4/4c^2\), this is \(1/(2Z)\): 25% at \(Z=2\) and 5% at \(Z=10\). The computed ratios are \(31.89/101.45=31\%\) and \(7117/137375=5.2\%\).

The same series puts the first neglected term at \(Z^2/2c^2\) of the leading shift, or 0.01% and 0.27%. The actual remainders are 0.01% and 0.26%. For Ne this is only an estimate of size, as other shells and screening also contribute. The expansion deteriorates as \(Z/c\) grows.

### The last digit of the neon target

A point nucleus gives \(-128.6920\) when rounded, not \(-128.6919\). Spreading the nuclear charge changes the potential by \(\delta V\), with \(\nabla^2\delta V=4\pi Z(n-\delta)\) for a normalized charge distribution \(n\). Since \(\nabla^2r^2=6\), integration by parts gives

\[
\delta E\simeq\rho(0)\int\delta V\,d^3r=\frac{\rho(0)}{6}\int r^2\,\nabla^2\delta V\,d^3r=\frac{2\pi}{3}Z\rho(0)R^2 ,
\]

where \(R\) is the rms radius. For a Gaussian charge with a chosen \(R=3.0\) fm, this is 41.7 microhartree with the HF density. DHF with the extended charge gives 43.5 and a total of \(-128.691926\) hartree, which does round to your target. Four decimals cannot settle the matter, though, since the point value cut off without rounding also reads \(-128.6919\). I suspect that the 4% excess reflects the larger relativistic density near the nucleus, but I did not isolate that.

### Orbital energies, and what is left out

The Ne 2p level, at \(-0.85041\) hartree in HF, splits into \(-0.85283\) (2p\(_{1/2}\)) and \(-0.84827\) (2p\(_{3/2}\)). This is compatible with the absence of a first-order spin-orbit term in the total energy, because spin-orbit shifts weighted by 2 and 4 electrons cancel. The weighted shifts here sum to \(2(-0.00242)+4(0.00214)=+0.0037\) hartree, so the level also rises as a whole, by about 0.0006 hartree per electron. A plausible cause is stronger screening by contracted s orbitals, which I have not tested.

The close agreement in the table is between two treatments of one model. It says nothing about the distance from experiment. Correlation is absent, as are QED effects and the Breit interaction. The Breit interaction, with its magnetic and retardation parts, is itself of order \(c^{-2}\), so a complete relativistic shift at that order needs it too.

## Values computed for the example and the checks

```
speed of light c = 137.035999 a.u.
He HF energy = -2.861680 hartree
He DHF energy, point nucleus = -2.861813 hartree
He HF density at nucleus = 3.5959 bohr^-3
He mass-velocity = -703.02 microhartree
He electron-nucleus Darwin = 601.58 microhartree
He electron-electron Darwin = -31.89 microhartree
He first-order sum = -133.33 microhartree
He DHF minus HF shift = -133.35 microhartree
He remainder, shift minus sum = -0.01 microhartree
He 9 x shift with c tripled = -133.34 microhartree
He sum without electron-electron part = -101.45 microhartree
He first-order sum / DHF shift = 0.99990
He sum without e-e part / DHF shift = 0.76078
Ne HF energy = -128.547098 hartree
Ne DHF energy, point nucleus = -128.691969 hartree
Ne HF density at nucleus = 619.9221 bohr^-3
Ne mass-velocity = -655921.33 microhartree
Ne electron-nucleus Darwin = 518546.42 microhartree
Ne electron-electron Darwin = -7117.06 microhartree
Ne first-order sum = -144491.98 microhartree
Ne DHF minus HF shift = -144871.39 microhartree
Ne remainder, shift minus sum = -379.41 microhartree
Ne 9 x shift with c tripled = -144534.01 microhartree
Ne sum without electron-electron part = -137374.91 microhartree
Ne first-order sum / DHF shift = 0.99738
Ne sum without e-e part / DHF shift = 0.94825
He DHF shift converted = -29.27 cm^-1
Ne DHF shift converted = -3.9422 eV
Ne remainder ratio, c against 3c = 81.24
Ne 1s orbital energy: HF -32.77244, DHF -32.81747 hartree
Ne 2s orbital energy: HF -1.93039, DHF -1.93585 hartree
Ne 2p1/2 orbital energy: HF -0.85041, DHF -0.85283 hartree
Ne 2p3/2 orbital energy: HF -0.85041, DHF -0.84827 hartree
Ne 2p splitting = 4.563 millihartree
chosen Ne nuclear rms radius = 3.0 fm
Ne DHF energy, extended nucleus = -128.691926 hartree
Ne nuclear-size shift: DHF 43.49, formula 41.73 microhartree
largest bare-nucleus level error = 3.9e-09 hartree
same error with simple knots = 3.5e-05 hartree
Ne DHF change on coarser mesh = 1.8e-07 hartree
Ne first-order change on coarser mesh = 1.5e-08 hartree
small Gaussian basis, Ne HF: radial -128.304140, PySCF -128.304140 hartree
small Gaussian basis, Ne DHF: radial -128.442580, PySCF -128.442580 hartree
```
